\section*{Ambipolar Transport and the Drift of a Haynes-Shockley Pulse, part 1}

(Sections cited here and not found follow in the second part.)

\section{From two carriers to one ambipolar equation}

\subsection{A pulse that ignores its faster carriers}

In a model n-type semiconductor the electron mobility is $3000$ and the hole mobility $1000\ \mathrm{cm^2/(V\,s)}$. A weak pulse of excess electrons and holes, in nearly equal numbers, is placed in a field of $10\ \mathrm{V/cm}$. A numerical solution of the transport equations for both carriers, coupled to Poisson's equation, shows the pulse $0.4998$ cm further along the field after $50\ \mu$s. Its mobility is therefore
\begin{equation}
\frac{0.4998\ \mathrm{cm}}{(10\ \mathrm{V/cm})(50\times10^{-6}\ \mathrm{s})}
\simeq 1000\ \mathrm{cm^2/(V\,s)},
\label{opening}
\end{equation}
which is the hole mobility. In the same time an electron in the uniform field drifts $1.5$ cm the other way. Half of the excess particles are electrons, yet neither their direction nor their higher mobility appears in the motion of the pulse.

The explanation must also say when this behaviour ends. With equal background densities of electrons and holes, the same calculation gives a pulse that spreads without drifting.

\subsection{Balance equations and conventions}

Let the sample be uniform and the motion one-dimensional. The electron and hole densities are
\begin{equation}
n=n_0+\delta n,\qquad p=p_0+\delta p,
\label{densities}
\end{equation}
where $n_0$ and $p_0$ are the uniform equilibrium densities. The elementary charge $q$ is positive, and the field $E$ and the electric current density $J$ are positive along $+x$. The mobilities $\mu_n,\mu_p$ are positive constants, as are the diffusivities $D_n,D_p$. Holes drift along the field and electrons against it, while both diffuse towards lower density. The particle fluxes are therefore
\begin{align}
F_p&=\mu_p pE-D_p\partial_xp, \label{fluxp}\\
F_n&=-\mu_n nE-D_n\partial_xn. \label{fluxn}
\end{align}
A hole carries charge $+q$ and an electron $-q$, so $J=q(F_p-F_n)$.

These fluxes belong to the drift-diffusion regime. Carriers must scatter many times while the pulse moves or changes shape, and the pulse must be much wider than a mean free path. If carriers cross the sample with few collisions, a local mobility does not describe them and the derivation below does not apply.

Each recombination event removes one electron and one hole. Without trapping, the two carriers have the same net recombination rate $R$, measured relative to equilibrium:
\begin{equation}
\partial_tn=-\partial_xF_n-R,\qquad
\partial_tp=-\partial_xF_p-R.
\label{continuity}
\end{equation}
The dopants are fixed and fully ionized, and they neutralize the equilibrium densities. Poisson's equation, with permittivity $\varepsilon$, then contains the excess densities alone:
\begin{equation}
\varepsilon\,\partial_xE=q(\delta p-\delta n).
\label{poisson}
\end{equation}

Insert the fluxes into (\ref{continuity}) and differentiate the products. Since $n_0$ and $p_0$ are uniform,
\begin{align}
\partial_t\delta n&=\mu_n n\,\partial_xE+\mu_nE\,\partial_x\delta n
+D_n\partial_x^2\delta n-R, \label{electron}\\
\partial_t\delta p&=-\mu_p p\,\partial_xE-\mu_pE\,\partial_x\delta p
+D_p\partial_x^2\delta p-R. \label{hole}
\end{align}

Quasi-neutrality means $|\delta p-\delta n|\ll|\delta p|$ on the scale of the pulse. It permits one symbol $\delta$ for both excess densities in the terms that contain them directly. It does not permit setting $\partial_xE=0$. By (\ref{poisson}), the first term of (\ref{electron}) is
\begin{equation}
\mu_n n\,\partial_xE=\frac{q\mu_n n}{\varepsilon}(\delta p-\delta n).
\label{largecoef}
\end{equation}
The imbalance is small, but its coefficient is a large rate, and the product can be as large as the other terms. The field gradient must be eliminated algebraically.

\subsection{Eliminating the field gradient}

Put $\delta n\simeq\delta p\simeq\delta$ in (\ref{electron}) and (\ref{hole}), keeping $\partial_xE$. Multiply the electron equation by $\mu_pp$ and the hole equation by $\mu_nn$. The terms in $\partial_xE$ become $+\mu_n\mu_pnp\,\partial_xE$ and $-\mu_n\mu_pnp\,\partial_xE$, and they cancel in the sum. With
\begin{equation}
S=\mu_nn+\mu_pp,
\label{S}
\end{equation}
so that $qS$ is the conductivity, the sum is
\begin{align}
S\,\partial_t\delta={}&\mu_n\mu_p(p-n)E\,\partial_x\delta \nonumber\\
&+(\mu_ppD_n+\mu_nnD_p)\partial_x^2\delta-SR.
\label{summed}
\end{align}
Division by $S$ gives the ambipolar equation
\begin{equation}
\partial_t\delta=-\mu_aE\,\partial_x\delta+D_a\partial_x^2\delta-R,
\label{ambipolar}
\end{equation}
with the ambipolar mobility and diffusivity
\begin{equation}
\mu_a=\frac{\mu_n\mu_p(n-p)}{S},\qquad
D_a=\frac{\mu_nnD_p+\mu_ppD_n}{S}.
\label{coefficients}
\end{equation}
The minus sign in (\ref{ambipolar}) makes a positive $\mu_a$ mean drift along $+E$. The ambipolar mobility can have either sign, because it describes a disturbance made of both carriers and not one kind of particle.

In $D_a$ each diffusivity is weighted by the conductivity of the other carrier. When electrons dominate the conductivity, the hole diffusivity has the larger weight.

\subsection{The same result from the total current}

The field in (\ref{ambipolar}) is the local field, which the pulse itself changes. To find it, subtract the electron equation in (\ref{continuity}) from the hole equation. Recombination cancels, leaving
\begin{equation}
\partial_t(\delta p-\delta n)=-\partial_x(F_p-F_n)=-\frac{1}{q}\partial_xJ.
\label{charge}
\end{equation}
Replacing the imbalance by $(\varepsilon/q)\partial_xE$ from (\ref{poisson}) gives
\begin{equation}
\partial_x(J+\varepsilon\,\partial_tE)=0.
\label{totalcurrent}
\end{equation}
The sum of conduction and displacement current is uniform in $x$. When the field changes slowly, the displacement current is negligible and $J$ itself is uniform. Subtracting (\ref{fluxn}) from (\ref{fluxp}), with equal density gradients, then gives
\begin{equation}
\frac Jq=SE+(D_n-D_p)\partial_x\delta,
\label{current}
\end{equation}
and hence
\begin{equation}
E=\frac{J/q-(D_n-D_p)\partial_x\delta}{S}.
\label{field}
\end{equation}
The second term in the numerator is an internal diffusion field. If electrons diffuse faster than holes, this field holds the electrons back and pulls the holes forward. The factor $1/S$ describes a second effect: extra carriers raise the conductivity, so less field is needed to carry the same current.

Put (\ref{field}) into the hole flux (\ref{fluxp}):
\begin{equation}
F_p=\frac{\mu_pp}{S}\frac Jq-
\left[\frac{\mu_pp(D_n-D_p)}{S}+D_p\right]\partial_x\delta.
\label{holeflux1}
\end{equation}
Over the common denominator $S$, the bracket has the numerator
\[
\mu_ppD_n-\mu_ppD_p+\mu_nnD_p+\mu_ppD_p
=\mu_ppD_n+\mu_nnD_p .
\]
The bracket is therefore $D_a$. Writing $f=\mu_pp/S$ for the hole share of the conductivity,
\begin{equation}
F_p=f\frac Jq-D_a\partial_x\delta,\qquad
\partial_t\delta=-\partial_xF_p-R.
\label{conservative}
\end{equation}

This form has $D_a$ inside a derivative, whereas (\ref{ambipolar}) has it outside. The two agree, as the derivatives with respect to $\delta$ show. Since $dn/d\delta=dp/d\delta=1$, we have $dS/d\delta=\mu_n+\mu_p$, and
\begin{align}
\frac{df}{d\delta}
&=\frac{\mu_pS-\mu_pp(\mu_n+\mu_p)}{S^2}\nonumber\\
&=\frac{\mu_n\mu_p(n-p)}{S^2}=\frac{\mu_a}{S}.
\label{df}
\end{align}
The numerator of $dD_a/d\delta$, over $S^2$, is
\begin{align}
&(\mu_nD_p+\mu_pD_n)(\mu_nn+\mu_pp)\nonumber\\
&\quad-(\mu_nnD_p+\mu_ppD_n)(\mu_n+\mu_p)\nonumber\\
&=\mu_n\mu_p(nD_n+pD_p-nD_p-pD_n)\nonumber\\
&=\mu_n\mu_p(n-p)(D_n-D_p),
\label{dDnum}
\end{align}
because the terms with $\mu_n^2$ and $\mu_p^2$ cancel. Thus $dD_a/d\delta=\mu_a(D_n-D_p)/S$. Expanding (\ref{conservative}) with these two derivatives gives
\begin{align}
-\partial_xF_p
&=-\frac{\mu_a}{S}\frac Jq\,\partial_x\delta+D_a\partial_x^2\delta
+\frac{\mu_a(D_n-D_p)}{S}(\partial_x\delta)^2\nonumber\\
&=-\mu_aE\,\partial_x\delta+D_a\partial_x^2\delta,
\label{equivalence}
\end{align}
where (\ref{field}) was used in the last line. The internal diffusion field supplies the term that distinguishes the two forms.

\subsection{Einstein relation and limiting cases}

For nondegenerate carriers at temperature $T$, the Einstein relations are $D_n=\mu_nV$ and $D_p=\mu_pV$, with $V=k_BT/q$. Both terms in the numerator of $D_a$ then contain $\mu_n\mu_pV$, so
\begin{equation}
D_a=\frac{\mu_n\mu_pV(n+p)}{S}
=\frac{n+p}{n/D_p+p/D_n}.
\label{harmonic}
\end{equation}
The second form follows on dividing numerator and denominator by $\mu_n\mu_pV$. For $n\ne p$, division by $\mu_a$ gives
\begin{equation}
\frac{D_a}{\mu_a}=V\,\frac{n+p}{n-p}.
\label{ratio}
\end{equation}
The pulse as a whole does not in general obey the Einstein relation, although each carrier does.

In n-type material with $p\ll n$, set $r=p/n$. Then
\begin{equation}
\mu_a=\mu_p\frac{1-r}{1+r\mu_p/\mu_n}
\simeq\mu_p\left[1-r\left(1+\frac{\mu_p}{\mu_n}\right)\right],
\label{ntype}
\end{equation}
and $D_a\to D_p$. In p-type material with $s=n/p\ll1$,
\begin{equation}
\mu_a=-\mu_n\frac{1-s}{1+s\mu_n/\mu_p}
\simeq-\mu_n\left[1-s\left(1+\frac{\mu_n}{\mu_p}\right)\right],
\label{ptype}
\end{equation}
and $D_a\to D_n$. In both cases the pulse takes the drift and diffusion of the minority carrier. Two conditions are needed: the material must be extrinsic, and the injected density must be much smaller than the majority density. If $\mu_n>\mu_p$, the correction factor is larger in p-type material, which therefore needs weaker injection for the same accuracy.

For $n=p$, equation (\ref{coefficients}) gives $\mu_a=0$, and (\ref{harmonic}) gives $D_a=2D_nD_p/(D_n+D_p)$. The field still drives a current, but the opposing tendencies of the two carriers leave the disturbance in place.

An intermediate case tests the full formulas. The background densities of the model samples are chosen as free parameters; in one nondegenerate material at one temperature the product $n_0p_0$ would be fixed. The example has $T=300$ K, $V=0.025852$ V, $D_n=77.556$ and $D_p=25.852\ \mathrm{cm^2/s}$. For $p_0=n_0/2$ and weak injection,
\begin{align}
\mu_a&=\frac{3000\times1000\times0.5}{3000+500}
=428.57\ \mathrm{cm^2/(V\,s)},\nonumber\\
D_a&=\frac{3000\times25.852+500\times77.556}{3500}
=33.238\ \mathrm{cm^2/s}.
\label{mixed}
\end{align}
The two-carrier simulation gives $428.45$ and $33.243$ in the same units. In the intrinsic case it gives zero mobility to the printed precision and $D_a=38.783\ \mathrm{cm^2/s}$, against $38.778$ from the formula.

\subsection{How neutral the pulse is}

The imbalance can now be estimated from the field that the neutral theory predicts. Let $E_0$ be the field far from the pulse and $S_0=\mu_nn_0+\mu_pp_0$, so that $J/q=S_0E_0$. For weak injection, $S=S_0+(\mu_n+\mu_p)\delta$, and (\ref{field}) to first order in $\delta$ is
\begin{equation}
E\simeq E_0-\frac{(\mu_n+\mu_p)E_0\delta+(D_n-D_p)\partial_x\delta}{S_0}.
\label{weakfield}
\end{equation}
Differentiate this and use (\ref{poisson}). With the dielectric relaxation time $\tau_d=\varepsilon/(qS_0)$,
\begin{equation}
\delta p-\delta n\simeq-\tau_d\left[(\mu_n+\mu_p)E_0\partial_x\delta
+(D_n-D_p)\partial_x^2\delta\right].
\label{imbalance}
\end{equation}
For a pulse of width $w$, each derivative contributes a factor of order $1/w$. The relative imbalance is of order
\begin{equation}
\eta=\tau_d\left[\frac{(\mu_n+\mu_p)|E_0|}{w}+
\frac{|D_n-D_p|}{w^2}\right].
\label{eta}
\end{equation}
Quasi-neutrality requires $\eta\ll1$: the charge must relax before the two carrier clouds can drift or diffuse apart by a pulse width.

In the n-type example, with $n_0=10^{14}$ and $p_0=10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity $12$, $\tau_d=22.10$ ps, and the final root-mean-square width is $w=0.0546$ cm. The bracket is $7.33\times10^5+0.17\times10^5\ \mathrm{s^{-1}}$, so $\eta=1.66\times10^{-5}$. The simulation gives a largest imbalance of $9.89\times10^{-6}$ of the peak excess density on its 480-cell mesh; under mesh refinement this falls to $9.83\times10^{-6}$. The estimate is larger mainly because the steepest slope of a Gaussian is $e^{-1/2}\simeq0.61$ times its peak divided by $w$.

\section{The pulse and its arrival at a collector}

\subsection{Results carried forward}

The excess density $\delta$ is common to electrons and holes, whose total densities are $n=n_0+\delta$ and $p=p_0+\delta$. With $S=\mu_nn+\mu_pp$, it obeys (\ref{ambipolar}) with the coefficients (\ref{coefficients}). The subscript zero marks values far from the pulse, where the field is $E_0$ and $J/q=S_0E_0$. The dielectric relaxation time is $\tau_d=\varepsilon/(qS_0)$. At weak injection the pulse mobility tends to $\mu_p$ in n-type and to $-\mu_n$ in p-type material.

\subsection{What the majority carriers do}

The two original equations show how the minority carrier comes to set the motion. Take n-type material with $p\ll n$ and weak injection. In the hole equation (\ref{hole}), the field-gradient term is multiplied by the small density $p$. Dropping it leaves
\begin{equation}
\partial_t\delta\simeq-\mu_pE_0\partial_x\delta+D_p\partial_x^2\delta-R.
\label{minority}
\end{equation}
The holes drift and diffuse almost as they would in a given uniform field.

In the electron equation (\ref{electron}), the field gradient is multiplied by the large density $n$. Differentiating (\ref{weakfield}) and using $S_0\simeq\mu_nn_0$ gives
\begin{equation}
\mu_nn\,\partial_xE\simeq
-(\mu_n+\mu_p)E_0\partial_x\delta-(D_n-D_p)\partial_x^2\delta.
\label{screen}
\end{equation}
Adding the direct electron terms $\mu_nE_0\partial_x\delta+D_n\partial_x^2\delta$ leaves $-\mu_pE_0\partial_x\delta+D_p\partial_x^2\delta$. The small field gradient has cancelled the electron drift and diffusion and put the hole values in their place.

The electrons continue to drift against the field. Those that leave the region of the holes are replaced by others from the large background, so the excess of electrons stays with the holes while its members change. This is why the majority mobility drops out. In a linear calculation for the n-type sample, doubling $\mu_n$ from $3000$ to $6000\ \mathrm{cm^2/(V\,s)}$ changes the pulse mobility from $999.87$ to $999.88\ \mathrm{cm^2/(V\,s)}$.

A nearly neutral pulse obeys a single ambipolar equation, and at weak injection in extrinsic material it moves with the minority mobility because the majority carriers continually rearrange to neutralize it. It remains to examine how neutrality is lost, how the pulse drifts, spreads and decays on its way to a collector, and what strong injection changes.
